# The Coulomb problem on hyperbolic three-space and its finite shells

## Result

An electron moves around a fixed nucleus of charge $Z>0$ in hyperbolic three-space with curvature radius $R$. In Hartree atomic units, with $r$ the geodesic distance from the nucleus and $\chi=r/R$, the Hamiltonian is

$$H=-\tfrac12\Delta-\frac ZR\coth\chi .$$

Its bound levels are

$$E_n=-\frac{Z^2}{2n^2}-\frac{n^2-1}{2R^2},\qquad n=1,2,\dots\ \text{ with } n^2<ZR. \tag{1}$$

Here $ZR$ is a pure number, $R$ being measured in bohr. Shell $n$ contains $l=0,\dots,n-1$, hence $n^2$ states without spin. The continuum begins at

$$E_{\rm th}=-\frac ZR+\frac1{2R^2}. \tag{2}$$

The energies are those of the corresponding cotangent potential on a three-sphere, continued from positive to negative curvature. The condition $n^2<ZR$ is not contained in that continuation. It comes from requiring a normalizable wave function.

## One notation for all curvatures

Let $K$ be the curvature: $K>0$ for a sphere, $K=0$ for flat space and $K=-1/R^2$ for hyperbolic space. Define

$$S=\frac{\sin(\sqrt K\,r)}{\sqrt K},\qquad C=S'=\cos(\sqrt K\,r),\qquad w=\frac CS .$$

A prime means $d/dr$. Both $S$ and $C$ are even in $\sqrt K$, so they are real for either sign of $K$. For $K=-1/R^2$ they become $S=R\sinh\chi$ and $C=\cosh\chi$, so that $w=\coth\chi/R$. For $K=0$ they are $S=r$, $C=1$, $w=1/r$.

Two relations are needed: $C^2+KS^2=1$ and $C'=-KS$. They give

$$w'=\frac{C'S-C^2}{S^2}=-\frac{KS^2+C^2}{S^2}=-\frac1{S^2},\qquad \frac1{S^2}=w^2+K. \tag{3}$$

The metric is $dr^2+S^2d\Omega^2$, so a sphere of geodesic radius $r$ has area $4\pi S^2$. Gauss's law for the electron's potential energy $V$ is therefore $S^2V'=Z$. Since $w'=-1/S^2$, its solution is $V=-Zw$ plus a constant, which is set to zero. This is the sense in which the coth potential is the Coulomb potential of hyperbolic space. On a sphere, which is closed, the flux leaving the nucleus must end on another charge. There $-Zw$ is the potential energy of the electron in the field of the nucleus and of an opposite charge $-Z$ at the far pole, which repels the electron.

In hyperbolic space this choice makes $V$ tend to $-Z/R$ far away, not to zero. Subtracting that limit from the potential would raise every energy, including the threshold, by $Z/R$ and would change no wave function.

## The radial equation

Write $\psi=u(r)Y_{lm}/S$. The volume element is $S^2dr\,d\Omega$, so the norm is $\int|u|^2dr$. For the radial part of the Laplacian,

$$S^2\left(\frac uS\right)'=Su'-Cu,$$

$$\left(Su'-Cu\right)'=Su''+Cu'-Cu'-C'u=S\,(u''+Ku).$$

Division by $S^2$ gives $(u''+Ku)/S$. The angular part contributes $-l(l+1)u/S^3$. The Schrödinger equation, multiplied by $2S$, becomes

$$h_lu=\varepsilon u,\qquad h_l=-\frac{d^2}{dr^2}+\frac{l(l+1)}{S^2}-2Zw,\qquad \varepsilon=2E+K. \tag{4}$$

The wave function must be regular at the nucleus, which means $u\propto r^{l+1}$ there. For $l=0$ this excludes the solution with $u(0)\neq0$.

## Factorization

For $l\ge1$ define

$$W_l=lw-\frac Zl,\qquad A_l=\frac d{dr}-W_l,\qquad A_l^\dagger=-\frac d{dr}-W_l .$$

Multiplying out, with the derivative acting on everything to its right,

$$A_l^\dagger A_l=-\frac{d^2}{dr^2}+W_l^2+W_l',\qquad A_lA_l^\dagger=-\frac{d^2}{dr^2}+W_l^2-W_l'.$$

From (3), $W_l'=-l(w^2+K)$, while $W_l^2=l^2w^2-2Zw+Z^2/l^2$. For the first product,

$$W_l^2+W_l'=l(l-1)w^2-2Zw+\frac{Z^2}{l^2}-lK.$$

Now replace $w^2$ by $1/S^2-K$. The constant terms in $K$ are $-l(l-1)K-lK=-l^2K$. For the second product the coefficient of $w^2$ is $l(l+1)$, and the constants are $-l(l+1)K+lK=-l^2K$ again. Hence

$$h_{l-1}=A_l^\dagger A_l+\varepsilon_l,\qquad h_l=A_lA_l^\dagger+\varepsilon_l,\qquad \varepsilon_l=l^2K-\frac{Z^2}{l^2}. \tag{5}$$

No step used the sign of $K$.

## What the ladder does to bound states

Suppose $u$ is a bound eigenfunction of $h_{l-1}$. Applying $A_l$ to $A_l^\dagger A_lu=(\varepsilon-\varepsilon_l)u$ shows that $A_lu$ solves the equation of $h_l$ with the same $\varepsilon$. It must also satisfy the right end conditions.

**At the nucleus.** Substituting a power series in (4), with $l$ replaced by $l-1$, gives $u=r^l(1-Zr/l+\dots)$. Since $w=1/r+O(r)$,

$$u'=l\,r^{l-1}-\frac{Z(l+1)}l\,r^l+\dots,$$

$$W_lu=l\,r^{l-1}-\Big(Z+\frac Zl\Big)r^l+\dots$$

The two displayed orders cancel in $A_lu=u'-W_lu$, which leaves $O(r^{l+1})$, as $h_l$ requires. In the other direction, $v=r^{l+1}+\dots$ gives $A_l^\dagger v=-(2l+1)r^l+\dots$, which is regular for $h_{l-1}$.

**At the far end in hyperbolic space.** Here $w$ tends to a constant. A bound solution below threshold decays exponentially together with its derivative, so $A_l$ and $A_l^\dagger$ preserve the decay.

**At the far pole of a sphere.** Let $s=\pi/\sqrt K-r$. Then $w(r)=-w(s)$, and

$$-A_l=\frac d{ds}-\Big(l\,w(s)+\frac Zl\Big).$$

This is the operator already examined, with $Z$ replaced by $-Z$, so the same cancellation occurs. The adjoint again lowers the leading power by one.

The boundary terms in the integrations by parts therefore vanish, and

$$\|A_lu\|^2=(\varepsilon-\varepsilon_l)\|u\|^2,\qquad \|A_l^\dagger v\|^2=(\varepsilon-\varepsilon_l)\|v\|^2 \tag{6}$$

for bound eigenfunctions $u$ of $h_{l-1}$ and $v$ of $h_l$.

A state is lost on the way up if $A_lu=0$, that is, if

$$\frac{u'}u=l\,\frac{S'}S-\frac Zl,\qquad u=S^l e^{-Zr/l}. \tag{7}$$

By (6) this zero mode has $\varepsilon=\varepsilon_l$. On the way down, $A_l^\dagger v=0$ would require $v=S^{-l}e^{Zr/l}$, which is singular at the nucleus and not allowed. Thus $h_{l-1}$ has the bound levels of $h_l$, all strictly above $\varepsilon_l$, and one further level $\varepsilon_l$ if (7) is normalizable.

## Positive curvature: every shell exists

On the sphere $r$ runs from $0$ to $\pi/\sqrt K$. The function (7) vanishes at both ends as $S^l$ and is normalizable for every $l\ge1$. The spectrum is discrete because the space is compact.

Take any level $\varepsilon$ of $h_l$. Either it is the zero-mode level $\varepsilon_{l+1}$, or it belongs to $h_{l+1}$ as well. Repeating the argument carries it to higher angular momentum. This cannot continue without end: every level of $h_{l'}$ exceeds $\varepsilon_{l'}$, and $\varepsilon_{l'}\to\infty$ when $K>0$. The level is therefore $\varepsilon_n$ for some $n\ge l+1$. Conversely, each zero mode with $l=n$ in (7) lives in $h_{n-1}$ and is carried down to $h_{n-2},\dots,h_0$. With $E=(\varepsilon-K)/2$,

$$E_n(K)=-\frac{Z^2}{2n^2}+\frac K2(n^2-1),\qquad n=1,2,3,\dots \tag{8}$$

This is linear in $K$, so its continuation to $K<0$ is unique. Putting $K=-1/R^2$ gives the energies in (1). The continuation is justified by (5), which holds for both signs, and by (7), which solves the differential equation for both signs. What changes is the range of $r$: it is finite on the sphere and infinite in hyperbolic space.

## Negative curvature: the last shell

For $K=-1/R^2$ the zero mode with $l=n$ is, up to a constant,

$$u=\sinh^n\!\chi\;e^{-ZR\chi/n}\ \longrightarrow\ 2^{-n}e^{-\kappa\chi},\qquad \kappa=\frac{ZR}n-n. \tag{9}$$

It is normalizable if and only if $\kappa>0$, that is, $n^2<ZR$. The factor $\sinh^n\chi$ is responsible. In flat space it is replaced by the power $r^n$, which any decaying exponential overcomes. Here it grows exponentially and competes with the Coulomb decay on equal terms.

It remains to show that no other bound states exist. Far from the nucleus the potential in $h_l$ tends to $-2Z/R$, which is the threshold in $\varepsilon$. Equation (2) follows from $E=(\varepsilon-K)/2$. The potential approaches its limit as $e^{-2\chi}$. At threshold the solutions therefore tend to $a+b\chi$, and above it they tend to a sinusoid of fixed amplitude. A nonzero solution of either kind is not normalizable.

Below threshold, measure the potential from its limit and multiply by $R^2$:

$$\frac{l(l+1)}{\sinh^2\chi}-2ZR(\coth\chi-1).$$

Since

$$\sinh^2\chi(\coth\chi-1)=\sinh\chi\,e^{-\chi}=\frac{1-e^{-2\chi}}2, \tag{10}$$

this equals

$$\frac{l(l+1)-ZR\,(1-e^{-2\chi})}{\sinh^2\chi}.$$

It is positive if $l(l+1)\ge ZR$. The kinetic term $\int|u'|^2dr$ is also non-negative, so such an $l$ has no level below threshold.

Choose an $L$ with $L(L+1)\ge ZR$ and descend from $h_L$, which has no bound state. Each step from $h_l$ to $h_{l-1}$ adds the level $\varepsilon_l$ if $l^2<ZR$, and adds nothing otherwise. No shell has been missed above $L$, because $n\ge L+1$ implies $n^2>L(L+1)\ge ZR$. The bound levels of $h_l$ are therefore $\varepsilon_n$ with $n\ge l+1$ and $n^2<ZR$. This proves (1) and its degeneracy.

If $N$ is the largest integer with $N^2<ZR$, the number of bound states without spin is $\sum_{n=1}^N n^2=N(N+1)(2N+1)/6$. For $ZR\le1$ there are none.

## Why the energy does not reveal the missing shells

From (1) and (2),

$$E_{\rm th}-E_n=\frac12\left(\frac{Z^2}{n^2}-\frac{2Z}R+\frac{n^2}{R^2}\right)=\frac12\left(\frac Zn-\frac nR\right)^2=\frac{\kappa^2}{2R^2}. \tag{11}$$

The right side contains $\kappa^2$ and is blind to the sign of $\kappa$. A formal level with $n^2>ZR$ also lies below the threshold, but its zero mode (9) grows at large distance. Checking whether (8) falls below the continuum would therefore admit states that do not exist.

Follow one level as the space is curved more strongly. At fixed $Z$ and $n$ it survives while $R>n^2/Z$, or $K>-Z^2/n^4$. At the end of this range the separation (11) vanishes quadratically: the straight line $E_n(K)$ touches the threshold curve without crossing it. The decay length of $u$, which is $R/\kappa$, diverges there.

The finite number of shells also has a direct electrostatic reading. The area $4\pi R^2\sinh^2\chi$ grows exponentially, so the field of the nucleus falls exponentially. The potential differs from its limit by $-(Z/R)(\coth\chi-1)\approx-(2Z/R)e^{-2\chi}$. This is a short-range attraction, unlike the $1/r$ tail that gives flat hydrogen its infinite series.

## Limits and two explicit states

**Flat limit.** Let $R\to\infty$ at fixed $n$. Then $E_n\to-Z^2/(2n^2)$, $E_{\rm th}\to0$, and the condition $n^2<ZR$ is eventually met by every $n$. The order matters: at any finite $R$, however large, the number of shells is finite and grows as $\sqrt{ZR}$.

**Ground state.** For $n=1$, equation (9) gives $u=\sinh\chi\,e^{-a\chi}$ with $a=ZR$. Its norm integral is

$$\int_0^\infty\sinh^2\!\chi\,e^{-2a\chi}d\chi=\frac14\left[\frac1{2(a-1)}+\frac1{2(a+1)}-\frac1a\right]=\frac1{4a(a^2-1)}.$$

It diverges as $a\to1$ from above, where the last bound state is lost. The energy $E_1=-Z^2/2$ does not depend on $R$, but the binding relative to the continuum does: by (11) it is $\frac12(Z-1/R)^2$.

**The 2s state and the critical case.** Start from the 2p function $v=S^2e^{-Zr/2}$ and apply $A_1^\dagger$. With $v'=(2w-Z/2)v$ and $W_1=w-Z$,

$$A_1^\dagger v=-\Big(2w-\frac Z2+w-Z\Big)v=-3\Big(w-\frac Z2\Big)v .$$

Up to a constant, $u_{2s}=\sinh\chi\,(\cosh\chi-\tfrac12ZR\sinh\chi)\,e^{-ZR\chi/2}$. It has one node, at $\coth\chi=ZR/2$, which becomes $r=2/Z$ in the flat limit.

At the critical value $ZR=4$ both products of hyperbolic functions grow as $e^{2\chi}/4$, and the exponential is $e^{-2\chi}$. Thus $u_{2s}\to\frac14(1-2)=-\frac14$. The function neither decays nor grows, so the state is not bound. This is why the inequality in (1) is strict.

## Worked example: $Z=1$, $R=10$ bohr

Here $ZR=10$. Since $9<10<16$, shells 1, 2 and 3 are bound and shell 4 is not. The threshold is

$$E_{\rm th}=-0.1+\frac1{200}=-0.095\ \text{hartree}.$$

The bound energies in hartree are

$$E_1=-0.5,$$
$$E_2=-0.125-\frac3{200}=-0.140,$$
$$E_3=-0.055556-\frac8{200}=-0.095556 .$$

In electronvolts they are $-13.6057$, $-3.8096$ and $-2.6002$, with the threshold at $-2.5851$. There are $1+4+9=14$ bound states without spin.

The third shell is barely held. Its decay constant is $\kappa=10/3-3=0.3333$, so $u$ decays over $R/\kappa=30$ bohr, compared with 3.333 bohr for the second shell. By (11) its binding is $(1/3)^2/200=0.000556$ hartree, against $3^2/200=0.045$ hartree for $n=2$.

The formal fourth level is

$$E_4=-0.03125-\frac{15}{200}=-0.10625\ \text{hartree}.$$

This is below the threshold and even below $E_3$, but $\kappa=10/4-4=-1.5$ and its zero mode grows. Diagonalization of the radial equation for $l=0$ to 3 finds no level there. The nearest bound level is 0.010694 hartree away. For $l=3$ there is no bound level at all, in agreement with (10), since $3\cdot4>10$.

The continuation can be carried out on numerical sphere levels without using (8). A linear function obeys $E(-k)=3E(k)-2E(2k)$. With $k=0.01$ bohr$^{-2}$, the third and fourth s levels give, in hartree,

$$3(-0.015556)-2(0.024444)=-0.095556,$$
$$3(0.043750)-2(0.118750)=-0.106250 .$$

The first is a bound level of the hyperbolic problem and the second is not, although the sphere has both states. A third curvature, $0.03$ bohr$^{-2}$, tests the assumed linearity: the second difference in $K$ vanishes to rounding error.

The critical values of $ZR$ were tested separately. By the oscillation theorem, the number of bound levels for given $l$ equals the number of zeros, at $\chi>0$, of the regular solution at threshold. For $l=0$ this number rises from 0 to 1 between $ZR=0.9$ and 1.1, from 1 to 2 between 3.9 and 4.1, and from 2 to 3 between 8.9 and 9.1. At $ZR=4$ the threshold solution is flat at $\chi=200$ to within numerical error, as the explicit 2s function requires. The numerical output lists the counts for $l=1$ and $l=2$ as well.

## Calculated quantities

```
Largest residual of the differential identities: 6.9e-164
Z = 1, R = 10 bohr, ZR = 10, K = -0.010 bohr^-2
Continuum threshold: -0.095000 hartree = -2.5851 eV
Diagonalized bound levels, l = 0 (hartree): -0.500000 -0.140000 -0.095556
Diagonalized bound levels, l = 1 (hartree): -0.140000 -0.095556
Diagonalized bound levels, l = 2 (hartree): -0.095556
Diagonalized bound levels, l = 3 (hartree): none
Largest deviation from the level formula: 1.6e-14 hartree
Bound shells: 3; bound states without spin: 14
n = 1: E = -13.6057 eV, kappa = 9.0000, R/kappa = 1.111 bohr, E_th-E = 0.405000 hartree
n = 2: E = -3.8096 eV, kappa = 3.0000, R/kappa = 3.333 bohr, E_th-E = 0.045000 hartree
n = 3: E = -2.6002 eV, kappa = 0.3333, R/kappa = 30.000 bohr, E_th-E = 0.000556 hartree
Formal n = 4 energy: -0.106250 hartree, kappa = -1.5000
Distance from it to the nearest bound level: 0.010694 hartree
Sphere levels and linear continuation in K, l = 0 (hartree):
  n = 1: K=+0.02 -0.500000, K=+0.01 -0.500000, K=0 -0.500000, K=-0.01 -0.500000
  n = 2: K=+0.02 -0.095000, K=+0.01 -0.110000, K=0 -0.125000, K=-0.01 -0.140000
  n = 3: K=+0.02 0.024444, K=+0.01 -0.015556, K=0 -0.055556, K=-0.01 -0.095556
  n = 4: K=+0.02 0.118750, K=+0.01 0.043750, K=0 -0.031250, K=-0.01 -0.106250
Largest second difference in K: 5.0e-15 hartree
Bound levels from zeros of the threshold solution:
  ZR = 0.9: l=0: 0, l=1: 0, l=2: 0
  ZR = 1.1: l=0: 1, l=1: 0, l=2: 0
  ZR = 3.9: l=0: 1, l=1: 0, l=2: 0
  ZR = 4.1: l=0: 2, l=1: 1, l=2: 0
  ZR = 8.9: l=0: 2, l=1: 1, l=2: 0
  ZR = 9.1: l=0: 3, l=1: 2, l=2: 1
Critical ZR = 4, l = 0: u'/u at chi = 200 is 7.1e-12
Largest sinh^2(chi)(coth(chi)-1) on the grid: 0.500000
Ground-state integral of u^2 over chi: 2.525253e-04
```
